**Uncoupled and coupled Hartree-Fock polarisabilities of helium**

The program evaluates α = 4⟨zφ|A⁻¹|zφ⟩, where φ is the occupied 1s orbital, ε its energy, h the one-electron Hamiltonian, and J and K the Coulomb and exchange operators of one 1s electron. The operator A is h+2J−K−ε for V^N, h+J−ε for the frozen V^(N−1) version, h+J+K−ε for the singlet version and h+J+2K−ε for coupled Hartree-Fock. The radial solution gives 0.997, 1.487, 1.398 and 1.322 atomic units, respectively. The program asserts that these values agree within 0.001 atomic units with finite-field dipoles or sums over states computed from Gaussian integrals. It also asserts the order of the four values, the inequalities 0 ≤ K ≤ J/3 in the Gaussian p basis (within rounding at the lower end), and the analytic noninteracting limit. Further assertions cover stability in a larger radial box and the box-like lowest V^N p level. The correction series from V^N and from the frozen partner are both asserted to reach the coupled value, and the output lists their first five partial sums.

## Check in Python

```python
"""Static dipole polarisability of helium in Hartree-Fock theory.

Result under test: alpha = 4 <z phi| A^-1 |z phi>, with p-space operators
  V^N                 A = h + 2J - K - eps
  V^(N-1), frozen     A = h + J - eps
  V^(N-1), singlet    A = h + J + K - eps
  coupled             A = h + J + 2K - eps
and alpha(V^N) < alpha(coupled) < alpha(singlet) < alpha(frozen).
phi: occupied 1s orbital; eps: its energy; h: kinetic + nuclear energy;
J: Coulomb operator of one 1s electron; K chi = phi * integral(phi chi/r12).
Atomic units. The radial functions are u = r * R(r).
Main road: Chebyshev collocation. Independent road: Gaussian integrals.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants
from pyscf import gto

Z = 2.0


def radial_grid(radius, n):
    """Interior Chebyshev points, quadrature weights, second derivative."""
    j = np.arange(n + 1)
    x = np.cos(np.pi * j / n)
    c = np.ones(n + 1)
    c[[0, -1]] = 2.0
    c *= (-1.0) ** j
    diff = x[:, None] - x[None, :]
    d = np.outer(c, 1 / c) / (diff + np.eye(n + 1))
    d -= np.diag(d.sum(axis=1))
    d *= 2 / radius
    w = np.ones(n + 1)
    for k in range(1, n // 2 + 1):
        b = 1.0 if k == n // 2 else 2.0
        w -= b * np.cos(2 * k * np.pi * j / n) / (4 * k * k - 1)
    w *= 2.0 / n
    w[[0, -1]] /= 2
    r = radius * (1 + x) / 2
    return r[1:-1], w[1:-1] * radius / 2, (d @ d)[1:-1, 1:-1]


def coulomb_matrix(r, w, d2, radius, l):
    """Maps s(r) to r * integral of s(r') r<^l / r>^(l+1)."""
    op = -d2 + np.diag(l * (l + 1) / r**2)
    particular = (2 * l + 1) * np.linalg.inv(op) @ np.diag(1 / r)
    boundary = np.outer((r / radius) ** (l + 1), w * r**l / radius**l)
    return particular + boundary


def solve_alpha(a, r, w, u):
    response = np.linalg.solve(a, r * u)
    return 4 / 3 * np.sum(w * r * u * response), response


def radial_helium(radius, n):
    r, w, d2 = radial_grid(radius, n)
    g0 = coulomb_matrix(r, w, d2, radius, 0)
    g1 = coulomb_matrix(r, w, d2, radius, 1)
    h_s = -0.5 * d2 - np.diag(Z / r)
    u = r * np.exp(-1.7 * r)
    u /= np.sqrt(np.sum(w * u * u))
    eps = 0.0
    for _ in range(45):
        values, vectors = np.linalg.eig(h_s + np.diag(g0 @ u**2 / r))
        low = np.argmin(values.real)
        change = abs(values[low].real - eps)
        eps = values[low].real
        u = vectors[:, low].real
        u /= np.sqrt(np.sum(w * u * u))
    assert change < 1e-7
    u *= np.sign(np.sum(w * u))
    h_p = h_s + np.diag(1 / r**2)
    j_op = np.diag(g0 @ u**2 / r)
    k_op = np.diag(u / r) @ g1 @ np.diag(u) / 3
    shift = eps * np.eye(len(r))
    ops = {
        "V^N": h_p + 2 * j_op - k_op - shift,
        "frozen": h_p + j_op - shift,
        "singlet": h_p + j_op + k_op - shift,
        "coupled": h_p + j_op + 2 * k_op - shift,
    }
    alpha = {name: solve_alpha(a, r, w, u)[0] for name, a in ops.items()}
    level = {name: np.linalg.eigvals(a).real.min() + eps
             for name, a in ops.items()}
    energy = 2 * eps - np.sum(w * u**2 * np.diag(j_op))
    return dict(r=r, w=w, u=u, eps=eps, energy=energy, h_p=h_p, j=j_op,
                k=k_op, ops=ops, alpha=alpha, level=level)


box1, box2 = 30.0, 45.0
he = radial_helium(box1, 100)
big = radial_helium(box2, 120)
r, w, u = he["r"], he["w"], he["u"]
alpha = he["alpha"]

# Noninteracting limit: two hydrogenic electrons, each with 9/(2 Z^4).
u_hyd = 2 * Z**1.5 * r * np.exp(-Z * r)
a_hyd = he["h_p"] + Z**2 / 2 * np.eye(len(r))
alpha_hyd = solve_alpha(a_hyd, r, w, u_hyd)[0]
assert abs(alpha_hyd - 9 / Z**4) < 1e-6

# The result must not depend on the radial box or the number of points.
assert abs(he["energy"] - big["energy"]) < 1e-6
for name in alpha:
    assert abs(alpha[name] - big["alpha"][name]) < 1e-5
assert alpha["V^N"] < alpha["coupled"] < alpha["singlet"] < alpha["frozen"]

# V^N has only box states in the p channel; V^(N-1) has a bound 2p orbital.
bessel_zero = brentq(lambda x: np.sin(x) - x * np.cos(x), 4.3, 4.6)
for radius, data in ((box1, he), (box2, big)):
    free_level = bessel_zero**2 / (2 * radius**2)
    assert abs(data["level"]["V^N"] / free_level - 1) < 0.02
assert he["level"]["frozen"] < -0.1
assert abs(he["level"]["frozen"] - big["level"]["frozen"]) < 1e-4


def correction_series(start, missing, orders):
    """Partial sums when the missing interaction is restored order by order."""
    a0 = he["ops"][start]
    first = np.linalg.solve(a0, r * u)
    step = np.linalg.solve(a0, missing)
    x = first.copy()
    sums = []
    for _ in range(orders + 1):
        sums.append(4 / 3 * np.sum(w * r * u * x))
        x = first - step @ x
    return sums, np.max(np.abs(np.linalg.eigvals(step)))


series_n, radius_n = correction_series("V^N", 3 * he["k"] - he["j"], 40)
series_f, radius_f = correction_series("frozen", 2 * he["k"], 40)
assert radius_n < 1 and radius_f < 1
assert abs(series_n[-1] - alpha["coupled"]) < 1e-4
assert abs(series_f[-1] - alpha["coupled"]) < 1e-4

# Independent road: Gaussian basis, s and p_z functions.
basis = [[0, [0.06 * 2.4**k, 1.0]] for k in range(14)]
basis += [[1, [0.008 * 2.2**k, 1.0]] for k in range(12)]
mol = gto.M(atom="He 0 0 0", basis={"He": basis}, verbose=0)
labels = mol.ao_labels()
keep = [i for i, s in enumerate(labels) if "px" not in s and "py" not in s]
pz = [i for i, old in enumerate(keep) if "pz" in labels[old]]
assert len(keep) == 26 and len(pz) == 12
pair = np.ix_(keep, keep)
overlap = mol.intor("int1e_ovlp")[pair]
h_g = (mol.intor("int1e_kin") + mol.intor("int1e_nuc"))[pair]
z_g = mol.intor("int1e_r")[2][pair]
eri = mol.intor("int2e")[np.ix_(keep, keep, keep, keep)]


def jk(c):
    density = np.outer(c, c)
    return (np.einsum("pqrs,rs->pq", eri, density),
            np.einsum("prqs,rs->pq", eri, density))


def gaussian_scf(field):
    c = eigh(h_g, overlap)[1][:, 0]
    last = 0.0
    for _ in range(60):
        j_m, k_m = jk(c)
        values, vectors = eigh(h_g + field * z_g + 2 * j_m - k_m, overlap)
        c = vectors[:, 0]
        change = abs(values[0] - last)
        last = values[0]
    assert change < 1e-9
    return c, values, vectors


def field_alpha(c, field):
    return -2 * (c @ z_g @ c) / field


field = 0.002
c0, orb_e, orb = gaussian_scf(0.0)
j_g, k_g = jk(c0)
energy_g = 2 * c0 @ h_g @ c0 + c0 @ j_g @ c0
assert abs(energy_g - he["energy"]) < 1e-4
ff_coupled = field_alpha(gaussian_scf(field)[0], field)
c_n = eigh(h_g + 2 * j_g - k_g + field * z_g, overlap)[1][:, 0]
c_f = eigh(h_g + j_g + field * z_g, overlap)[1][:, 0]
ff_n, ff_frozen = field_alpha(c_n, field), field_alpha(c_f, field)

# Sums over canonical virtuals and over singlet single excitations.
virt = orb[:, 1:]
gaps = orb_e[1:] - orb_e[0]
z_virt = virt.T @ z_g @ c0
sos_n = 4 * np.sum(z_virt**2 / gaps)
singles = np.diag(gaps) + virt.T @ (2 * k_g - j_g) @ virt
omega, states = eigh(singles)
transition = np.sqrt(2) * states.T @ z_virt
sos_singlet = 2 * np.sum(transition**2 / omega)

# Finite Gaussian basis and finite field limit agreement to about 1e-3.
for value, name in ((ff_coupled, "coupled"), (ff_n, "V^N"),
                    (ff_frozen, "frozen"), (sos_n, "V^N"),
                    (sos_singlet, "singlet")):
    assert abs(value - alpha[name]) < 1e-3, (name, value, alpha[name])

# Operator inequalities 0 <= K <= J/3 on the p space.
ratios = eigh(k_g[np.ix_(pz, pz)], j_g[np.ix_(pz, pz)], eigvals_only=True)
assert ratios.min() > -1e-8 and ratios.max() < 1 / 3

# Average interactions in the normalised coupled response orbital.
x = solve_alpha(he["ops"]["coupled"], r, w, u)[1]
x /= np.sqrt(np.sum(w * x * x))
mean_j = np.sum(w * x * (he["j"] @ x))
mean_k = np.sum(w * x * (he["k"] @ x))
z_squared = np.sum(w * r**2 * u**2) / 3
si = physical_constants["atomic unit of electric polarizability"][0]

print(f"Nuclear charge: {Z:.0f} e")
print(f"Hartree-Fock energy, radial: {he['energy']:.6f} hartree")
print(f"Hartree-Fock energy, Gaussian: {energy_g:.6f} hartree")
print(f"1s orbital energy: {he['eps']:.6f} hartree")
print(f"<z^2> in 1s orbital: {z_squared:.6f} bohr^2")
print(f"Noninteracting alpha: {alpha_hyd:.6f} a.u.")
for name in ("V^N", "coupled", "singlet", "frozen"):
    title = name if name in ("V^N", "coupled") else "V^(N-1) " + name
    print(f"alpha, {title}: {alpha[name]:.5f} a.u.")
    print(f"  in SI: {alpha[name] * si * 1e41:.4f} x 10^-41 C^2 m^2/J")
    print(f"  effective denominator: {4*z_squared/alpha[name]:.4f} hartree")
    deviation = 100 * (alpha[name] / alpha["coupled"] - 1)
    print(f"  deviation from coupled: {deviation:.2f} percent")
print(f"Field strength in Gaussian checks: {field:.3f} a.u.")
print(f"Self-consistent finite-field alpha: {ff_coupled:.5f} a.u.")
print(f"Frozen V^N finite-field alpha: {ff_n:.5f} a.u.")
print(f"Frozen V^(N-1) finite-field alpha: {ff_frozen:.5f} a.u.")
print(f"Canonical sum-over-states alpha: {sos_n:.5f} a.u.")
print(f"Singlet-excitation sum alpha: {sos_singlet:.5f} a.u.")
print(f"Largest K/J ratio on p basis: {ratios.max():.5f} (no unit)")
print(f"Mean J in coupled response orbital: {mean_j:.5f} hartree")
print(f"Mean K in coupled response orbital: {mean_k:.5f} hartree")
print(f"Lowest p level, frozen V^(N-1): {he['level']['frozen']:.5f} hartree")
for radius, data in ((box1, he), (box2, big)):
    value = data["level"]["V^N"]
    print(f"Lowest V^N p level, box {radius:.0f} bohr: {value:.6f} hartree")
for order in range(5):
    print(f"Order {order}: from V^N {series_n[order]:.5f},"
          f" from frozen V^(N-1) {series_f[order]:.5f} a.u.")
print(f"Series spectral radius, V^N: {radius_n:.4f} (no unit)")
print(f"Series spectral radius, frozen V^(N-1): {radius_f:.4f} (no unit)")
print("finished without a failed check")
```

Output:

```
Nuclear charge: 2 e
Hartree-Fock energy, radial: -2.861680 hartree
Hartree-Fock energy, Gaussian: -2.861677 hartree
1s orbital energy: -0.917956 hartree
<z^2> in 1s orbital: 0.394943 bohr^2
Noninteracting alpha: 0.562500 a.u.
alpha, V^N: 0.99724 a.u.
  in SI: 1.6442 x 10^-41 C^2 m^2/J
  effective denominator: 1.5841 hartree
  deviation from coupled: -24.58 percent
alpha, coupled: 1.32223 a.u.
  in SI: 2.1801 x 10^-41 C^2 m^2/J
  effective denominator: 1.1948 hartree
  deviation from coupled: 0.00 percent
alpha, V^(N-1) singlet: 1.39823 a.u.
  in SI: 2.3054 x 10^-41 C^2 m^2/J
  effective denominator: 1.1298 hartree
  deviation from coupled: 5.75 percent
alpha, V^(N-1) frozen: 1.48707 a.u.
  in SI: 2.4518 x 10^-41 C^2 m^2/J
  effective denominator: 1.0623 hartree
  deviation from coupled: 12.47 percent
Field strength in Gaussian checks: 0.002 a.u.
Self-consistent finite-field alpha: 1.32229 a.u.
Frozen V^N finite-field alpha: 0.99728 a.u.
Frozen V^(N-1) finite-field alpha: 1.48714 a.u.
Canonical sum-over-states alpha: 0.99727 a.u.
Singlet-excitation sum alpha: 1.39828 a.u.
Largest K/J ratio on p basis: 0.20199 (no unit)
Mean J in coupled response orbital: 0.51842 hartree
Mean K in coupled response orbital: 0.05634 hartree
Lowest p level, frozen V^(N-1): -0.12743 hartree
Lowest V^N p level, box 30 bohr: 0.011210 hartree
Lowest V^N p level, box 45 bohr: 0.004984 hartree
Order 0: from V^N 0.99724, from frozen V^(N-1) 1.48707 a.u.
Order 1: from V^N 1.23919, from frozen V^(N-1) 1.29426 a.u.
Order 2: from V^N 1.30059, from frozen V^(N-1) 1.32718 a.u.
Order 3: from V^N 1.31653, from frozen V^(N-1) 1.32135 a.u.
Order 4: from V^N 1.32072, from frozen V^(N-1) 1.32239 a.u.
Series spectral radius, V^N: 0.2677 (no unit)
Series spectral radius, frozen V^(N-1): 0.1783 (no unit)
finished without a failed check
```
